# Free Evaporation Flux of a Classical Einstein Solid

## I. From equal chemical potentials to the emitted flux

A solid whose atoms vibrate classically and independently about their sites, and whose surface captures every vapour atom that strikes it, evaporates into vacuum at the rate

$$J=\frac{m\omega^3}{4\pi^2kT}\,e^{-\phi/kT}\tag{1}$$

atoms per unit area and unit time. Here $m$ is the atomic mass, $\omega$ the angular frequency of vibration, $T$ the temperature and $k$ Boltzmann's constant. The energy $\phi$ is the binding energy per atom: the energy needed to separate the static solid, with all atoms at their potential minima, into atoms at rest far apart, divided by the number of atoms. It is neither the energy of one bond between neighbours nor a quantity that includes zero-point motion.

Equality of the chemical potentials of solid and vapour fixes the density of the equilibrium vapour. It says nothing about rates. To reach equation (1) one also needs the rate at which vapour atoms strike a surface, the balance between emission and capture in equilibrium, and an assumption about what happens when the vapour is removed.

### The solid

Let the potential energy of an atom at rest on its site be $-\phi$, with the zero of energy at an isolated atom at rest. This assigns to each atom its share of the total binding energy. With displacement $\mathbf u$ and momentum $\mathbf p$, the energy of one atom in the Einstein model is

$$\varepsilon=-\phi+\frac{\mathbf p^2}{2m}+\frac{m\omega^2\mathbf u^2}{2}.\tag{2}$$

The classical partition function per atom is the integral of $e^{-\varepsilon/kT}$ over phase space, divided by $h=2\pi\hbar$ for each direction. It separates into three equal factors:

$$z_s=e^{\phi/kT}\left[\frac1h\int_{-\infty}^{\infty}e^{-p^2/2mkT}dp\int_{-\infty}^{\infty}e^{-m\omega^2u^2/2kT}du\right]^3.\tag{3}$$

Both integrals have the form $\int e^{-ay^2}dy=\sqrt{\pi/a}$. The first is $\sqrt{2\pi mkT}$ and the second is $\sqrt{2\pi kT/(m\omega^2)}$. Their product is $2\pi kT/\omega$, and division by $2\pi\hbar$ leaves $kT/\hbar\omega$. Hence

$$z_s=\left(\frac{kT}{\hbar\omega}\right)^3e^{\phi/kT}.\tag{4}$$

For $N_s$ identical atoms on $N_s$ sites, the phase-space integral contains $N_s!$ assignments of atoms to sites. This number cancels the factor $1/N_s!$ required for identical particles. The partition function of the solid is therefore $z_s^{N_s}$, and its free energy is $F_s=-N_skT\ln z_s$. Adding one atom together with its site changes the free energy by

$$\mu_s=-kT\ln z_s=-\phi+3kT\ln\frac{\hbar\omega}{kT}.\tag{5}$$

This treats the solid as large, so that the change of its surface energy per added atom is negligible. It also omits the work $pv$ done against the vapour pressure $p$ when the solid grows by the volume $v$ of one atom. If that term is kept, $\mu_s$ rises by $pv$. Since $p=nkT$ for an ideal vapour of density $n$, the correction in units of $kT$ is $nv$, the ratio of the vapour density to the density of the solid. It is dropped here and sized in the example.

Classical vibration requires $kT\gg\hbar\omega$. The logarithm in equation (5) is then negative: vibration lowers the chemical potential, and a soft solid holds its atoms at a lower chemical potential than a stiff one with the same $\phi$.

### The vapour

Let $N$ atoms of vapour occupy a volume $V$ without interacting. For one atom the position integral gives $V$, and the momentum integrals give $(2\pi mkT)^{3/2}$. With the thermal wavelength

$$\lambda=\frac{h}{\sqrt{2\pi mkT}},\tag{6}$$

the one-atom partition function is $V/\lambda^3$. The atoms move through the same volume and are identical, so the factor $1/N!$ now remains:

$$Z_g(N)=\frac{1}{N!}\left(\frac{V}{\lambda^3}\right)^N.\tag{7}$$

The chemical potential is the change of $-kT\ln Z_g$ when one atom is added at fixed volume and temperature. The ratio $Z_g(N+1)/Z_g(N)$ is $V/[\lambda^3(N+1)]$, and for large $N$ one may replace $N+1$ by $N$. With $n=N/V$,

$$\mu_g=-kT\ln\frac{V}{\lambda^3N}=kT\ln(n\lambda^3).\tag{8}$$

This form requires $n\lambda^3\ll1$, so that quantum statistics is irrelevant, and a vapour dilute enough for interactions to be neglected. For the moment the electronic states of an atom are assumed to contribute the same statistical weight in the solid and in the vapour, so that they cancel.

### The equilibrium density

Move one atom from the solid to the vapour in a closed vessel held at temperature $T$. The total free energy changes by $\mu_g-\mu_s$. At its minimum this change vanishes, so equations (5) and (8) give

$$\ln(n\lambda^3)=-\frac{\phi}{kT}+3\ln\frac{\hbar\omega}{kT}.\tag{9}$$

Exponentiation yields

$$n=\left(\frac{1}{\lambda}\,\frac{\hbar\omega}{kT}\right)^3e^{-\phi/kT}.\tag{10}$$

Insert equation (6) with $h=2\pi\hbar$ in the bracket:

$$\frac{\sqrt{2\pi mkT}}{2\pi\hbar}\,\frac{\hbar\omega}{kT}=\omega\sqrt{\frac{2\pi mkT}{4\pi^2(kT)^2}}=\sqrt{\frac{m\omega^2}{2\pi kT}}.\tag{11}$$

Planck's constant has cancelled, as it must in a classical equilibrium between two phases made of the same particles. The vapour density is

$$n=\left(\frac{m\omega^2}{2\pi kT}\right)^{3/2}e^{-\phi/kT}.\tag{12}$$

The physical content is seen by defining the thermal vibration volume

$$v_{\rm th}=\left(\frac{2\pi kT}{m\omega^2}\right)^{3/2},\qquad n\,v_{\rm th}=e^{-\phi/kT}.\tag{13}$$

This volume is the position integral in equation (3), taken over all three directions. The momentum distribution is the same in both phases and drops out. What remains is a competition between the energy gained by binding and the volume available to an atom: $v_{\rm th}$ in the solid, $1/n$ in the vapour. The ideal-gas law gives the vapour pressure

$$p=nkT=\left(\frac{m}{2\pi}\right)^{3/2}\frac{\omega^3}{\sqrt{kT}}\,e^{-\phi/kT}.\tag{14}$$

### The rate of arrival

Let the $z$ axis point towards the surface. The normal velocity of a vapour atom has the Maxwell distribution

$$f(v_z)=\sqrt{\frac{m}{2\pi kT}}\,e^{-mv_z^2/2kT}.\tag{15}$$

Atoms with normal velocity $v_z>0$ that reach an area $A$ during a short time $dt$ lie within the distance $v_z\,dt$, and so within the volume $Av_z\,dt$. The number arriving per area and time is therefore $nc$, with

$$c=\int_0^\infty v_zf(v_z)\,dv_z.\tag{16}$$

Since $v e^{-mv^2/2kT}$ is the derivative of $-(kT/m)e^{-mv^2/2kT}$, its integral from zero to infinity is $kT/m$. Thus

$$c=\frac{kT}{m}\sqrt{\frac{m}{2\pi kT}}=\sqrt{\frac{kT}{2\pi m}},\qquad nc=\frac{p}{\sqrt{2\pi mkT}}.\tag{17}$$

The second form follows from $n=p/kT$. It is the Hertz-Knudsen flux.

### Emission in equilibrium

Suppose that an arriving atom sticks with probability $s$, independent of its velocity. Let the surface emit $E$ atoms per area and time, not counting atoms that are merely reflected. Consider a closed vessel with surface area $A$, vapour volume $V$ and $N_t$ atoms in all, of which $k_g$ are in the vapour. Its equilibrium probabilities follow from the partition functions:

$$P(k_g)\propto\frac{1}{k_g!}\left(\frac{V}{\lambda^3}\right)^{k_g}z_s^{N_t-k_g}.\tag{18}$$

Moving one more atom into the vapour multiplies the probability by

$$\frac{P(k_g+1)}{P(k_g)}=\frac{V}{\lambda^3z_s(k_g+1)}=\frac{nV}{k_g+1}.\tag{19}$$

The last step uses $n=1/(\lambda^3z_s)$, which is equation (10) written with equation (4). Here $n$ denotes the equilibrium density, not the momentary one.

Emission takes the vessel from $k_g$ to $k_g+1$ at the rate $EA$. Capture takes it back at the rate $scA(k_g+1)/V$. The number changes by one atom at a time and cannot fall below zero. In a stationary state the net probability flow between each pair of neighbouring numbers must therefore vanish:

$$EA\,P(k_g)=\frac{scA(k_g+1)}{V}\,P(k_g+1).\tag{20}$$

Equation (19) turns the right-hand side into $scAn\,P(k_g)$, and hence

$$E=s\,nc.\tag{21}$$

For $s=1$, insert equations (12) and (17) and collect powers:

$$nc=\frac{m^{3/2}\omega^3}{(2\pi kT)^{3/2}}\,\frac{(kT)^{1/2}}{(2\pi m)^{1/2}}\,e^{-\phi/kT}=\frac{m\omega^3}{(2\pi)^2kT}\,e^{-\phi/kT}.\tag{22}$$

This is equation (1). For smaller sticking probability the emission is $sJ$. The reflected stream is then $(1-s)J$, and the total outgoing stream in equilibrium remains $J$.

A numerical case shows what the balance requires. In units without dimensions, take $m=1.7$, $\omega=1.3$, $\phi=3.1$, $kT=0.7$, $V=3000$, $A=1$ and 150 atoms. Equation (12) predicts a mean of 18.897 vapour atoms. The sum over all divisions of the atoms, with quantum level sums at $\hbar=0.025$ in place of classical integrals, gives 18.902. Here the gas level sum per unit volume is taken from a very large box, so that walls play almost no part. The levels of a hard-walled cube of volume 3000 itself would give 18.790, because walls of side $L$ reduce the one-atom partition function by a fraction of about $3\lambda/2L$. A surface that emitted the full $J$ while capturing half of the arriving atoms would settle at 37.795, twice the equilibrium number. Full emission with half sticking would thus contradict equilibrium.

### Removing the vapour

Equation (1) becomes a rate of free evaporation if the surface emits into vacuum as it does in equilibrium. This is a separate assumption. It is reasonable when emission is governed by the thermal state of the solid and the structure of the surface is restored as fast as atoms leave. It fails if evaporation cools the surface, exhausts the sites from which atoms leave easily, or lets impurities accumulate.

If a vapour at the same temperature, with Maxwellian arrival and pressure $p_a$, remains above the surface, capture removes $sp_a/\sqrt{2\pi mkT}$ from the emission. Under the same assumption the net loss is

$$J_{\rm net}=\frac{s(p-p_a)}{\sqrt{2\pi mkT}}.\tag{23}$$

It vanishes at $p_a=p$, becomes condensation at higher pressure, and reaches $sJ$ for $p_a=0$.

## II. Energy, corrections and a silver source

The symbols keep their meaning: $m$ is the atomic mass, $\omega$ the vibration frequency, $\phi$ the binding energy per atom from the potential minimum, and $s$ the sticking probability. The first half gave the equilibrium density $n=e^{-\phi/kT}/v_{\rm th}$ with $v_{\rm th}=(2\pi kT/m\omega^2)^{3/2}$, the pressure $p=nkT$, and the flux $J=nc$ with $c=\sqrt{kT/2\pi m}$. For unit sticking this is equation (1).

### The prefactor as a rate

Define the thermal vibration area $a_{\rm th}=2\pi kT/(m\omega^2)$. Its inverse is $m\omega^2/(2\pi kT)$, so equation (1) can be regrouped as

$$J=\frac{\omega}{2\pi}\,\frac{1}{a_{\rm th}}\,e^{-\phi/kT}.\tag{24}$$

If the surface has one site per area $a$, the emission rate per site is

$$Ja=\frac{\omega}{2\pi}\,\frac{a}{a_{\rm th}}\,e^{-\phi/kT}.\tag{25}$$

The vibration frequency is multiplied by the ratio of the area open to a departing atom to the area over which it vibrates. An atom bound by $\phi$ in a harmonic well, which leaves through an area $a$ and does not return, has this escape rate if its surroundings keep the well in thermal equilibrium up to its rim: the equilibrium density outside the well is $e^{-\phi/kT}/v_{\rm th}$, and the outward flux through $a$ is $c$ times that density times $a$. If the energetic atoms that leave are not replaced fast enough, the rate is lower.

This reading does not mean that every surface atom is bound by $\phi$. An atom at a kink, the end of an unfinished row at a step, can leave so that the kink merely moves along by one site. In a large crystal, repeated removal of this kind takes the solid apart without changing its surface, and the mean energy per atom removed is $\phi$. Atoms in other positions have other binding energies. The equilibrium argument gives the total emission without following these routes.

At fixed $\phi$, $m$ and $T$, equation (1) grows as $\omega^3$, because a stiffer solid offers its atoms less volume. The dependence on mass needs more care. Isotopes of one element share the spring constant $K=m\omega^2$ rather than the frequency. Substituting $\omega=\sqrt{K/m}$ gives

$$J=\frac{K^{3/2}}{4\pi^2kT\sqrt m}\,e^{-\phi/kT}.\tag{26}$$

In this classical model the vapour density is then independent of mass, and the flux falls as $m^{-1/2}$ because heavier atoms move more slowly.

### Temperature dependence and heat

Let $\beta=1/kT$ and hold $\phi$ and $\omega$ fixed. Equations (14) and (1) give

$$\ln p=\text{const}+\tfrac12\ln\beta-\phi\beta,\qquad \ln J=\text{const}+\ln\beta-\phi\beta.\tag{27}$$

Differentiation yields

$$-\frac{d\ln p}{d\beta}=\phi-\frac{kT}{2},\qquad -\frac{d\ln J}{d\beta}=\phi-kT.\tag{28}$$

The first expression is the latent heat per atom. The enthalpy of the vapour is $5kT/2$ per atom, and that of the solid is $-\phi+3kT$ when its $pv$ term is neglected. Their difference is $\phi-kT/2$.

The second expression is the heat that must be supplied per atom lost in free evaporation. For velocity-independent sticking, equilibrium balance applied to each velocity and its reverse gives the emitted atoms the same speed distribution as the arriving ones. Fast atoms cross a surface more often, so the normal kinetic energy is weighted by $v_z$:

$$\frac m2\,\frac{\int_0^\infty v_z^3e^{-mv_z^2/2kT}dv_z}{\int_0^\infty v_ze^{-mv_z^2/2kT}dv_z}=\frac m2\,\frac{2(kT/m)^2}{kT/m}=kT.\tag{29}$$

The upper integral follows from the lower one by integration by parts. The two tangential directions add $kT/2$ each, so a departing atom carries $2kT$. The solid loses an atom whose mean energy was $-\phi+3kT$, and the heat required is

$$q=2kT-(-\phi+3kT)=\phi-kT.\tag{30}$$

### Quantum vibration and electronic weight

For a quantum oscillator with $x=\hbar\omega/kT$, the geometric series over its levels is

$$\sum_{l=0}^{\infty}e^{-x(l+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)}.\tag{31}$$

The classical value is $1/x$. The density is inversely proportional to $z_s$, so $n$ and $J$ are multiplied by

$$Q=\left[\frac{2\sinh(x/2)}{x}\right]^3=\left[1+\frac{x^2}{24}+\dots\right]^3\approx1+\frac{x^2}{8}.\tag{32}$$

Zero-point energy alone would raise the flux by the factor $e^{3x/2}$, since $\phi$ is counted from the potential minimum. The sum over levels counted from the lowest one, $1/(1-e^{-x})\approx1/x+1/2$, exceeds the classical $1/x$ and cancels the part linear in $x$. A small increase of second order remains. In the dimensionless case of the first half, $\hbar=0.05$ gives $x^2/8=1.08\times10^{-3}$. The level sums give a relative density excess of $1.07\times10^{-3}$. Halving $\hbar$ lowers it to $2.65\times10^{-4}$, close to the fourfold reduction that equation (32) requires. The oscillator factor alone gives $1.078\times10^{-3}$ and $2.695\times10^{-4}$; the small shortfall is the wall term $3\lambda/2L$ of the gas box of side 20000, which is linear in $\hbar$.

If the electronic states give a vapour atom the weight $g_g$ and an atom in the solid the weight $g_s$, the two partition functions acquire these factors. Then $n$ and $J$ are multiplied by $g_g/g_s$. A free silver atom has one unpaired spin and $g_g=2$. In the metal the electrons fill a common band, and $g_s=1$ is a good first estimate when their thermal entropy is small.

### Solid silver at 1200 K

Consider a solid silver source a little below its melting point. Rough inputs are $m=108$ u, $\phi=3.0$ eV, $\hbar\omega=14$ meV and a solid density $n_s=6.0\times10^{22}$ cm$^{-3}$. The thermal energy is $kT=0.10341$ eV, so

$$\frac{\phi}{kT}=29.01,\qquad e^{-\phi/kT}=2.515\times10^{-13}.\tag{33}$$

The vibration quantum gives $\omega=2.127\times10^{13}$ rad/s and $a_{\rm th}=1.283\times10^{-3}$ nm$^2$. The vibration volume is $a_{\rm th}^{3/2}=4.60\times10^{-5}$ nm$^3$, and the density follows from equation (13):

$$n=\frac{2.515\times10^{-13}}{4.60\times10^{-5}\ {\rm nm}^3}=5.47\times10^{-9}\ {\rm nm}^{-3}=5.47\times10^{12}\ {\rm cm}^{-3}.\tag{34}$$

The pressure $nkT$ is $6.8\times10^{-4}$ Torr, or 0.091 Pa. With $c=1.213\times10^4$ cm/s,

$$J=nc=6.6\times10^{16}\ {\rm cm^{-2}\,s^{-1}}.\tag{35}$$

Division by $n_s$ gives a surface recession of 11 nm/s.

Taking $a=n_s^{-2/3}=0.0652$ nm$^2$ as the area per site, the ratio $a/a_{\rm th}$ is about 51. The prefactor in equation (25) is $1.72\times10^{14}$ s$^{-1}$, well above $\omega/2\pi=3.39\times10^{12}$ s$^{-1}$, and the emission rate is 43 atoms per site and second.

With all other inputs fixed, temperature changes the result strongly:

| $T$ (K) | $p$ (Torr) | $J$ (cm$^{-2}$ s$^{-1}$) | Recession (nm/s) |
|---|---|---|---|
| 1000 | $2.3\times10^{-6}$ | $2.4\times10^{14}$ | 0.040 |
| 1100 | $5.1\times10^{-5}$ | $5.2\times10^{15}$ | 0.86 |
| 1200 | $6.8\times10^{-4}$ | $6.6\times10^{16}$ | 11 |

Equation (28) gives $d\ln J/d\ln T=(\phi-kT)/kT=28$ at 1200 K. A temperature error of 10 K therefore changes the flux by about 23 per cent to first order.

### Sizes of the neglected effects

The electronic weight doubles $J$. Thermal expansion acts the other way. Let $\epsilon$ be the relative volume increase, $B$ the bulk modulus and $v$ the atomic volume, and let the frequency vary as $(1+\epsilon)^{-\gamma}$, where $\gamma$ is the Grüneisen parameter. The part of the free energy per atom that depends on strain is

$$\Delta f=\frac{Bv\epsilon^2}{2}-3\gamma kT\ln(1+\epsilon).\tag{36}$$

Setting its derivative to zero gives $Bv\,\epsilon(1+\epsilon)=3\gamma kT$. For small strain this is $\epsilon=\alpha T$ with volume expansivity $\alpha=3\gamma k/Bv$, which fixes $Bv$ from $\alpha$ and $\gamma$. With rough values $\gamma=2.4$ and $\alpha=6\times10^{-5}$ K$^{-1}$, the condition becomes $\epsilon(1+\epsilon)=0.072$, and $\epsilon=0.0675$. The chemical potential falls, and the flux is multiplied by $e^{\Delta f/kT}=0.785$. Softer vibration alone would give a larger reduction; the elastic energy of the stretched solid offsets part of it. Here $\phi$ and $\omega$ refer to the unexpanded lattice. The quadratic elastic energy ignores the softening of a solid as it expands. A Birch-Murnaghan energy with the same $Bv$, and a pressure derivative of $B$ between 4 and 6, gives strains of 0.08 to 0.09 and factors of 0.75 to 0.76. The value 0.785 is thus uncertain by several per cent.

Quantum vibration, with $x=0.135$ in equation (32), contributes a factor of 1.002. The three factors together give 1.57, which raises the estimates to about $1.0\times10^{17}$ cm$^{-2}$ s$^{-1}$, 17 nm/s and $1.1\times10^{-3}$ Torr. This recession rate uses the value of $n_s$ given above; if that is taken as the density of the unexpanded lattice, expansion raises the rate to about 19 nm/s. The solid's volume term is $nv=9\times10^{-11}$, and the vapour degeneracy $n\lambda^3$ is $6\times10^{-16}$. Both are negligible.

Some vapour atoms form dimers. Let $n_1$ and $n_2$ be the densities of atoms and dimers, $g_1$ and $g_2$ their electronic weights, and $U(r)$ the pair energy. Compared with two free atoms, the momentum integrals are the same, and the integral over relative position replaces one factor of volume. Exchange of the two identical atoms adds a factor $1/2$:

$$\frac{n_2}{n_1}=n_1\,\frac{g_2}{2g_1^2}\int_{\rm bound}e^{-U/kT}\,d^3r.\tag{37}$$

Take a harmonic bond of length 0.25 nm, depth 1.7 eV and spring constant 120 N/m as rough values, with $g_1=2$, $g_2=1$ and $n_1=2n$. The ratio is $4\times10^{-4}$, so the vapour is nearly monatomic.

For a rough collision diameter $d=0.4$ nm, the free path $1/(n_1\pi d^2)$ is of order 18 cm, or 13 cm with the factor $1/\sqrt2$ for moving collision partners. Collisions are then rare over a source about one centimetre wide. The heat carried away, $2Jq$ with the electronic weight included, is 0.062 W/cm$^2$. If it is supplied by conduction through silver with a rough conductivity of 4 W/(cm K), it needs a gradient of 0.015 K/cm. This is only the part of the gradient due to evaporation. Radiation is likely to take away more heat: a black body at 1200 K emits about 11.8 W/cm$^2$, so even an emissivity of 0.02 gives 0.24 W/cm$^2$ into cold surroundings, about four times the evaporative loss.

The result is also sensitive to the binding energy: lowering $\phi$ by 0.05 eV, with the other inputs fixed, raises $J$ by a factor of 1.62. The measured vapour pressure of silver at this temperature is roughly $10^{-3}$ Torr, the size found above. Given the sensitivity to $\phi$, this agreement does not establish the accuracy of the model. Vacancies, electronic heat capacity and further anharmonicity are also left out. So is the coupling between the vibrations of different atoms. In a classical harmonic crystal the partition function contains the product of all mode frequencies, so $\omega$ in equation (1) must be read as their geometric mean. The frequency of one atom moving among fixed neighbours is higher: for a face-centred cubic crystal with springs between nearest neighbours only, using it would make $J$ about 28 per cent too large. The estimate also assumes a clean surface with unit sticking and enough steps to supply the departing atoms. If atoms leave from terraces after diffusing away from steps a distance $L$ apart, with diffusion length $x_s$, the net flux of equation (23) is multiplied by $(2x_s/L)\tanh(L/2x_s)$ even for unit sticking. This factor is 0.76 for $L=2x_s$ and 0.33 for $L=6x_s$, so on a smooth crystal face the equilibrium flux is only an upper bound on free evaporation. If impurities block half the area and the rest emits normally, the flux is halved. Above the melting point the source is liquid, and the Einstein solid no longer applies. The numerical output following this section gives many of these values to more digits.

## Calculated quantities

```
REDUCED-UNIT TESTS
density error, hbar=0.05: 1.070e-03
density error, hbar=0.025: 2.652e-04
mean vapour atoms, canonical sum: 18.902
mean vapour atoms, formula: 18.897
mean if full emission, half sticking: 37.795
EXAMPLE INPUTS (rough, solid silver)
temperature: 1200 K
atomic mass: 108 u
binding energy phi: 3.00 eV
vibration quantum: 14.0 meV
solid atomic density: 6.0e+22 cm^-3
EXAMPLE RESULTS (equal electronic weights)
kT: 0.10341 eV
omega: 2.1270e+13 rad/s
phi/kT: 29.011
exp(-phi/kT): 2.5151e-13
vapour density: 5.4725e+12 cm^-3
vapour pressure: 6.8006e-04 Torr
vapour pressure: 9.0667e-02 Pa
flux J: 6.6357e+16 cm^-2 s^-1
recession rate: 11.060 nm/s
thermal vibration area: 1.2831e-03 nm^2
area per site: 6.5248e-02 nm^2
rate prefactor per site: 1.721e+14 s^-1
emission rate per site: 43.297 s^-1
latent heat phi-kT/2: 2.9483 eV
flux slope energy phi-kT: 2.8966 eV
TABLE: T (K), p (Torr), J (cm^-2 s^-1), recession (nm/s)
1000  2.250e-06  2.405e+14  0.0401
1100  5.082e-05  5.179e+15  0.8632
1200  6.801e-04  6.636e+16  11.0596
NEGLECTED EFFECTS at the example temperature
electronic weight factor on J: 2
rough Grueneisen parameter: 2.4
rough volume expansivity: 6.0e-05 K^-1
volume strain: 0.0675; factor on J: 0.785
hbar omega/kT: 0.1354; quantum factor on J: 1.00229
weight x expansion x quantum factor: 1.573
solid volume term p v/kT: 9.12e-11
vapour degeneracy n lambda^3: 6.24e-16
rough dimer: 0.25 nm, 1.7 eV, 120 N/m
dimer/atom density ratio: 4.38e-04
rough collision diameter: 0.4 nm
free path, order of magnitude: 18.2 cm
evaporative cooling (weight 2): 0.0616 W/cm^2
rough heat conductivity: 4.0 W/(cm K)
temperature gradient: 0.0154 K/cm
factor on J if phi is 0.05 eV lower: 1.622
```
